**Telegraph current step from one trapped electron**

For a channel with $N=nWL$ electrons, losing one electron at fixed mobility lowers the current by $1/N$, which is 1.33 percent for $N=75$. Here $n$ is the sheet density, and $W$ and $L$ are the channel width and length. With gate sharing and trap scattering the step becomes $(r\pm\alpha\mu n)/N$, where $r$ is the number of channel electrons lost per trapped electron, $\alpha$ the scattering coefficient and $\mu$ the mobility. The program asserts that the disk formula for local depletion agrees with a finite-volume current calculation, and that the rms formula agrees with simulated telegraph histories. It also asserts that $r$ agrees with a nonlinear Poisson solution, that $\alpha$ has the correct low-density limit, and that the linear formulas for combined density and mobility changes and for series resistance agree with direct evaluation. The output gives $r=0.713$ and steps of 1.21 or 0.69 percent, depending on whether the trap is charged or neutral when filled. Series resistance reduces these to 0.74 and 0.42 percent.

## Check in Python

```python
"""Telegraph current step caused by one trapped electron in a small channel.

Result under test: if one mobile electron is lost at fixed mobility, the
relative current drop is 1/N, where N = density * width * length.
Corrections tested: local depletion, gate sharing of the trap charge,
Coulomb scattering by the trap, and series resistance.
Lengths are in nm, sheet densities in nm^-2 and energies in eV unless a name
or comment says otherwise. 'share' is the number of channel electrons lost
per trapped electron; 'ratio' is disk conductivity over channel conductivity.
Material parameters are rough values for a silicon n-channel transistor.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

length, width = 50.0, 30.0
density = 5e12 * 1e-14
mobility = 200.0                 # cm^2/(V s)
drain_bias = 0.020               # V
temperature = 300.0              # K
oxide, trap_depth, layer_depth = 2.0, 0.2, 1.0
eps_oxide, eps_silicon = 3.9, 11.7
mass_ratio, valleys = 0.19, 2
series_ohm_um = 200.0
empty_time, filled_time = 2.0, 1.0   # ms

e, hbar, eps0 = const.e, const.hbar, const.epsilon_0
mass = mass_ratio * const.m_e
area = length * width
number = density * area
step = 1 / number
thermal = const.k * temperature / e
charge_factor = e / eps0 * 1e9       # V nm
dos = valleys * mass / (np.pi * hbar**2) * e * 1e-18   # eV^-1 nm^-2


# Current flow through a sheet with a disk of reduced conductivity
def conductance(sigma):
    """Sheet conductance between left and right contacts, square cells."""
    nx, ny = sigma.shape
    index = np.arange(nx * ny).reshape(nx, ny)
    diagonal = np.zeros((nx, ny))
    rows, cols, values = [], [], []
    pairs = [((slice(None, -1), slice(None)), (slice(1, None), slice(None))),
             ((slice(None), slice(None, -1)), (slice(None), slice(1, None)))]
    for first, second in pairs:
        a, b = sigma[first], sigma[second]
        link = 2 * a * b / (a + b)
        diagonal[first] += link
        diagonal[second] += link
        i, j = index[first].ravel(), index[second].ravel()
        rows += [i, j]
        cols += [j, i]
        values += [-link.ravel(), -link.ravel()]
    diagonal[0] += 2 * sigma[0]
    diagonal[-1] += 2 * sigma[-1]
    rows.append(index.ravel())
    cols.append(index.ravel())
    values.append(diagonal.ravel())
    matrix = coo_matrix((np.concatenate(values),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(nx * ny, nx * ny)).tocsc()
    source = np.zeros((nx, ny))
    source[0] = 2 * sigma[0]
    potential = spsolve(matrix, source.ravel()).reshape(nx, ny)
    return np.sum(2 * sigma[0] * (1 - potential[0]))


cell, fine = 0.25, 5
nx, ny = round(length / cell), round(width / cell)
x = (np.arange(nx * fine) + 0.5) * cell / fine
y = (np.arange(ny * fine) + 0.5) * cell / fine
uniform = conductance(np.ones((nx, ny)))
assert abs(uniform / (width / length) - 1) < 1e-8
disk_results = []
for ratio, x0, y0 in [(0.9, 18, 14), (0.5, 25, 15), (0.2, 25, 15)]:
    radius = np.sqrt(1 / (np.pi * density * (1 - ratio)))
    inside = (x[:, None] - x0)**2 + (y[None, :] - y0)**2 < radius**2
    sigma = 1 - (1 - ratio) * inside
    sigma = sigma.reshape(nx, fine, ny, fine).mean(axis=(1, 3))
    missing = density * cell**2 * np.sum(1 - sigma)
    assert abs(missing - 1) < 0.01
    drop = 1 - conductance(sigma) / uniform
    factor = drop * number / missing
    predicted = 2 / (1 + ratio)
    # Tolerance covers the stepped disk edge and the finite channel size.
    assert abs(factor / predicted - 1) < 0.05
    disk_results.append((ratio, factor, predicted))

# Telegraph histories sampled at random times
rng = np.random.default_rng(7)
dwell = np.column_stack((rng.exponential(empty_time, 200000),
                         rng.exponential(filled_time, 200000))).ravel()
switches = np.cumsum(dwell)
samples = rng.uniform(0, switches[-1], 400000)
filled = np.searchsorted(switches, samples) % 2
occupation = filled_time / (empty_time + filled_time)
rms_factor = np.sqrt(occupation * (1 - occupation))
assert abs(np.std(filled) / rms_factor - 1) < 0.01


# Electrostatic sharing of the trap charge between gate and channel
def channel_share(kt, many_subbands=False):
    to_gate = (oxide - trap_depth) / eps_oxide
    to_channel = trap_depth / eps_oxide + layer_depth / eps_silicon
    if not many_subbands:
        response = dos * (1 - np.exp(-density / (dos * kt)))
        to_channel += 1 / (charge_factor * response)
    return to_gate / (to_gate + to_channel), to_gate + to_channel


share, total_distance = channel_share(thermal)
share_cold = channel_share(const.k * 4.2 / e)[0]
share_many = channel_share(thermal, True)[0]

spacing = 0.1
oxide_cells = round(oxide / spacing)
silicon_cells = round(layer_depth / spacing)
eps_cells = np.r_[np.full(oxide_cells, eps_oxide),
                  np.full(silicon_cells, eps_silicon)] / spacing
nodes = len(eps_cells)
poisson = np.zeros((nodes, nodes))
for k in range(nodes):
    poisson[k, k] += eps_cells[k]
    if k > 0:
        poisson[k - 1, k - 1] += eps_cells[k]
        poisson[k - 1, k] -= eps_cells[k]
        poisson[k, k - 1] -= eps_cells[k]
trap_node = round((oxide - trap_depth) / spacing) - 1


def fermi_density(level):
    top = max(level, 0) + 40 * thermal
    return dos * quad(lambda energy: 1 / (1 + np.exp((energy - level)
                      / thermal)), 0, top, epsabs=1e-12, epsrel=1e-11)[0]


def solved_density(gate, trapped):
    """Self-consistent channel density for a gate voltage and trap density."""
    def mismatch(n):
        source = np.zeros(nodes)
        source[0] += eps_cells[0] * gate
        source[trap_node] -= charge_factor * trapped
        source[-1] -= charge_factor * n
        return fermi_density(np.linalg.solve(poisson, source)[-1]) - n
    return brentq(mismatch, 0.5 * density, 1.5 * density, xtol=1e-12)


level = thermal * np.log(np.expm1(density / (dos * thermal)))
gate = level + charge_factor * density * (oxide / eps_oxide
                                         + layer_depth / eps_silicon)
base = solved_density(gate, 0)
assert abs(base / density - 1) < 1e-6
solved_share = (base - solved_density(gate, 1 / area)) * area
assert abs(solved_share / share - 1) < 0.01
bias_change = drain_bias / (charge_factor * total_distance)
solved_change = base - solved_density(gate - drain_bias, 0)
assert abs(solved_change / bias_change - 1) < 0.03


# Screened Coulomb scattering, Born approximation, zero temperature
def scattering_coefficient(n_si, distance):
    """Coefficient alpha in V s: inverse mobility per trap density."""
    k_fermi = np.sqrt(2 * np.pi * n_si / valleys)
    eps_mean = eps0 * (eps_oxide + eps_silicon) / 2
    states = valleys * mass / (np.pi * hbar**2)
    q_screen = e**2 * states / (2 * eps_mean)

    def integrand(angle):
        q = 2 * k_fermi * np.sin(angle / 2)
        # Potential is scaled by the density of states to keep numbers near 1.
        scaled = q_screen * np.exp(-q * distance) / (q + q_screen)
        return (1 - np.cos(angle)) * scaled**2
    integral = quad(integrand, 0, np.pi)[0]
    rate = mass / (np.pi * hbar**3 * states**2) * integral
    return mass * rate / e


alpha_limit = np.pi**2 * hbar / (e * valleys**2)
assert abs(scattering_coefficient(1e8, 0) / alpha_limit - 1) < 0.001
alpha = scattering_coefficient(density * 1e18,
                               (trap_depth + layer_depth) * 1e-9)
density_cm = density * 1e14
area_cm = area * 1e-14
scatter = alpha * mobility * density_cm
step_charged = (share + scatter) * step
step_neutral = (share - scatter) * step
for sign, linear in [(1, step_charged), (-1, step_neutral)]:
    new_mobility = 1 / (1 / mobility + sign * alpha / area_cm)
    new_density = density_cm - share / area_cm
    direct = 1 - new_density * new_mobility / (density_cm * mobility)
    assert abs(direct / linear - 1) < 0.02

# Current and series resistance
sheet = e * density_cm * mobility
channel_conductance = sheet * width / length
current = channel_conductance * drain_bias
channel_ohm = 1 / channel_conductance
series_ohm = series_ohm_um / (width * 1e-3)
dilution = channel_ohm / (channel_ohm + series_ohm)
before = drain_bias / (channel_ohm + series_ohm)
after = drain_bias / (channel_ohm / (1 - step) + series_ohm)
assert abs((1 - after / before) / (step * dilution) - 1) < 0.02

k_fermi = np.sqrt(2 * np.pi * density / valleys) * 1e9
free_path = hbar * k_fermi * mobility * 1e-4 / e * 1e9
empty_radius = np.sqrt(1 / (np.pi * density))
field = drain_bias / (length * 1e-7)


def show(label, value, unit="", form=".3g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("channel length", length, "nm")
show("channel width", width, "nm")
show("electron density", density_cm, "cm^-2")
show("mean electron number", number, "", ".2f")
show("ideal telegraph step", 100 * step, "percent", ".3f")
show("mobility", mobility, "cm2/Vs")
show("drain bias", 1e3 * drain_bias, "mV")
show("temperature", temperature, "K")
show("channel current without series resistance", 1e6 * current, "uA", ".3f")
show("ideal current step", 1e9 * current * step, "nA", ".2f")
show("mean empty time", empty_time, "ms")
show("mean filled time", filled_time, "ms")
show("filled fraction", occupation, "", ".4f")
show("rms for these times", 100 * step * rms_factor, "percent", ".3f")
show("largest possible rms", 50 * step, "percent", ".3f")
for ratio, factor, predicted in disk_results:
    print(f"disk conductivity ratio {ratio:.1f}: step times N = "
          f"{factor:.3f} solved, {predicted:.3f} formula")
show("radius of empty disk holding one electron", empty_radius, "nm")
show("mean free path, degenerate estimate", free_path, "nm")
show("oxide thickness", oxide, "nm")
show("trap depth in oxide", trap_depth, "nm")
show("electron layer depth in silicon", layer_depth, "nm")
show("relative permittivity of oxide", eps_oxide)
show("relative permittivity of silicon", eps_silicon)
show("effective mass over electron mass", mass_ratio)
show("valley number", valleys, "", "d")
show("density of states", dos * 1e14, "eV^-1 cm^-2")
show("channel share, formula", share, "", ".4f")
show("channel share, nonlinear Poisson", solved_share, "", ".4f")
show("channel share at 4.2 K", share_cold, "", ".4f")
show("channel share, many-subband limit", share_many, "", ".4f")
show("step with gate sharing only", 100 * step * share, "percent", ".3f")
show("scattering coefficient alpha", alpha, "V s")
show("low-density limit of alpha", alpha_limit, "V s")
show("scattering term alpha*mobility*density", scatter, "", ".3f")
show("step, trap charged when filled", 100 * step_charged, "percent", ".3f")
show("step, trap neutral when filled", 100 * step_neutral, "percent", ".3f")
show("channel resistance", channel_ohm / 1e3, "kohm", ".2f")
show("series resistance times width", series_ohm_um, "ohm um")
show("series resistance", series_ohm / 1e3, "kohm", ".2f")
show("series dilution factor", dilution, "", ".3f")
show("ideal step after dilution", 100 * step * dilution, "percent", ".3f")
show("charged-trap step after dilution", 100 * step_charged * dilution,
     "percent", ".3f")
show("neutral-trap step after dilution", 100 * step_neutral * dilution,
     "percent", ".3f")
show("oxide field", charge_factor * density / eps_oxide * 10, "MV/cm")
show("density change from source to drain", 100 * bias_change / density,
     "percent")
show("channel field", field / 1e3, "kV/cm")
show("drift velocity", mobility * field, "cm/s")
print("every check passed")
```

Running it gives:

```
channel length: 50 nm
channel width: 30 nm
electron density: 5e+12 cm^-2
mean electron number: 75.00
ideal telegraph step: 1.333 percent
mobility: 200 cm2/Vs
drain bias: 20 mV
temperature: 300 K
channel current without series resistance: 1.923 uA
ideal current step: 25.63 nA
mean empty time: 2 ms
mean filled time: 1 ms
filled fraction: 0.3333
rms for these times: 0.629 percent
largest possible rms: 0.667 percent
disk conductivity ratio 0.9: step times N = 1.050 solved, 1.053 formula
disk conductivity ratio 0.5: step times N = 1.328 solved, 1.333 formula
disk conductivity ratio 0.2: step times N = 1.670 solved, 1.667 formula
radius of empty disk holding one electron: 2.52 nm
mean free path, degenerate estimate: 5.22 nm
oxide thickness: 2 nm
trap depth in oxide: 0.2 nm
electron layer depth in silicon: 1 nm
relative permittivity of oxide: 3.9
relative permittivity of silicon: 11.7
effective mass over electron mass: 0.19
valley number: 2
density of states: 1.59e+14 eV^-1 cm^-2
channel share, formula: 0.7126
channel share, nonlinear Poisson: 0.7124
channel share at 4.2 K: 0.7290
channel share, many-subband limit: 0.7714
step with gate sharing only: 0.950 percent
scattering coefficient alpha: 1.96e-16 V s
low-density limit of alpha: 1.62e-15 V s
scattering term alpha*mobility*density: 0.196
step, trap charged when filled: 1.212 percent
step, trap neutral when filled: 0.688 percent
channel resistance: 10.40 kohm
series resistance times width: 200 ohm um
series resistance: 6.67 kohm
series dilution factor: 0.609
ideal step after dilution: 0.813 percent
charged-trap step after dilution: 0.739 percent
neutral-trap step after dilution: 0.419 percent
oxide field: 2.32 MV/cm
density change from source to drain: 3.41 percent
channel field: 4 kV/cm
drift velocity: 8e+05 cm/s
every check passed
```
